# Two-Band Tunnelling in a Uniform Field: Landau-Zener and Kane Exponents: a numerical check

```python
"""Uniform-field interband tunnelling in a two-band model.

Result under test (atomic units):
    T = exp(-S),  S = pi*delta^2/(P*F) = pi*sqrt(m_r)*Eg^1.5/(2*F)
for H(k) = c*k^2 + P*k*sigma_x + delta*sigma_z and potential energy -F*x.
Eg = 2*delta is the gap, P the interband velocity, F the force, c the
electron-hole asymmetry, m_r the reduced mass with 1/m_r = 1/m_c + 1/m_v.
The same S must follow from Landau-Zener dynamics, from the imaginary band
kappa(E) in the gap, and from static scattering in real space.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
FIELD_AU = physical_constants["atomic unit of electric field"][0]  # V/m
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
STEPS = 2**18
REACH = 40.0  # end of the sweep in units of the half gap


def chain_propagator(hx, hy, hz, step):
    """Ordered product of exp(-i*step*h.sigma); h may be complex."""
    angle = np.sqrt(hx**2 + hy**2 + hz**2 + 0j) * step + 1e-20
    cosine, factor = np.cos(angle), step * np.sin(angle) / angle
    m = np.empty((len(angle), 2, 2), dtype=complex)
    m[:, 0, 0] = cosine - 1j * factor * hz
    m[:, 1, 1] = cosine + 1j * factor * hz
    m[:, 0, 1] = -1j * factor * (hx - 1j * hy)
    m[:, 1, 0] = -1j * factor * (hx + 1j * hy)
    while len(m) > 1:  # the number of steps is a power of two
        m = m[1::2] @ m[0::2]
    return m[0]


def midpoints(end):
    step = 2 * end / STEPS
    return -end + step * (np.arange(STEPS) + 0.5), step


def hamiltonian(k, delta, P, ky=0.0, c=0.0):
    return np.array([[c * k**2 + delta, P * (k - 1j * ky)],
                     [P * (k + 1j * ky), c * k**2 - delta]])


def dynamic_probability(delta, P, F, ky=0.0):
    """Valence-to-conduction probability from time propagation."""
    k_end = REACH * np.hypot(delta, P * ky) / P
    t, dt = midpoints(k_end / F)
    one = np.ones(STEPS)
    U = chain_propagator(P * F * t, P * ky * one, delta * one, dt)
    valence = np.linalg.eigh(hamiltonian(-k_end, delta, P, ky))[1][:, 0]
    conduction = np.linalg.eigh(hamiltonian(k_end, delta, P, ky))[1][:, 1]
    return abs(np.vdot(conduction, U @ valence))**2


def static_transmission(delta, P, F):
    """Transmitted over incident current of the static equation."""
    x_end = REACH * delta / F
    x, dx = midpoints(x_end)
    one = np.ones(STEPS)
    M = chain_propagator(-F * x / P, -1j * delta / P * one, 0 * one, dx)
    eps = F * x_end
    Pq = np.sqrt(eps**2 - delta**2)
    outgoing = np.array([eps + delta, Pq])
    incident = np.array([-eps + delta, -Pq])
    reflected = np.array([-eps + delta, Pq])
    left = np.linalg.solve(M, outgoing)
    amplitude = np.linalg.solve(np.column_stack([incident, reflected]), left)
    return np.prod(outgoing) / (abs(amplitude[0])**2 * np.prod(incident))


def kappa(E, delta, P, c=0.0):
    """Decay constant at energy E inside the gap."""
    b = P**2 + 2 * c * E
    d = max(delta**2 - E**2, 0.0)
    return np.sqrt(2 * d / (b + np.sqrt(b**2 + 4 * c**2 * d)))


def imaginary_band_exponent(delta, P, F, c=0.0):
    return quad(lambda E: 2 * kappa(E, delta, P, c) / F, -delta, delta,
                epsrel=1e-10, limit=200)[0]


def complex_time_exponent(delta, P, F):
    def band_separation(q):
        return 2 * np.sqrt(max(delta**2 - (P * q)**2, 0.0))
    return quad(lambda q: 2 * band_separation(q) / F, 0, delta / P,
                epsrel=1e-10, limit=200)[0]


def contour_state(t, alpha, V):
    """Landau-Zener amplitudes (a, b) from the contour integral."""
    r, h = np.linspace(-14, 14, 14001, retstep=True)
    turn = np.exp(-0.25j * np.pi)
    s = np.sqrt(alpha) * (-1j + r * turn)  # passes below s = 0
    log_s = np.log(1j * s) - 0.5j * np.pi  # branch cut points upward
    gamma = V**2 / alpha
    weight = np.exp(1j * gamma * log_s - 0.5j * s**2 / alpha + 1j * s * t)
    weight = weight * h * np.sqrt(alpha) * turn * np.exp(-0.25j * alpha * t**2)
    return np.array([np.sum(weight / s), -np.sum(weight) / V])


def first_order_ratio(lam):
    """First-order probability divided by exp(-pi*lam), lam = S/pi."""
    w, h = np.linspace(-4, 4, 8001, retstep=True)
    z = w + 1j * (np.pi / 2 - 0.1)
    phase = 1j * lam * (z + np.sinh(2 * z) / 2) + np.pi * lam / 2
    return abs(np.sum(np.exp(phase) / (2 * np.cosh(z))) * h)**2


# Model parameters
gap_ev, m_r = 0.6, 0.025
fields_mv_cm = [0.5, 1.0, 2.0]
Eg = gap_ev / HARTREE_EV
delta = Eg / 2
P = np.sqrt(Eg / (4 * m_r))
c = 0.3 * P**2 / delta
m_c, m_v = 1 / (P**2 / delta + 2 * c), 1 / (P**2 / delta - 2 * c)

# Band-edge masses from numerical curvature of the diagonalized bands
dk = 1e-3 * delta / P
edge = np.linalg.eigvalsh(hamiltonian(0.0, delta, P, c=c))
near = np.linalg.eigvalsh(hamiltonian(dk, delta, P, c=c))
curvature = 2 * (near - edge) / dk**2
assert np.isclose(curvature[1], 1 / m_c, rtol=1e-5)
assert np.isclose(-curvature[0], 1 / m_v, rtol=1e-5)
assert np.isclose(curvature[1] - curvature[0], 1 / m_r, rtol=1e-5)

# The decay constant solves the secular equation at imaginary k
E_test = 0.37 * delta
secular = hamiltonian(1j * kappa(E_test, delta, P, c), delta, P, c=c)
assert abs(np.linalg.det(secular - E_test * np.eye(2))) < 1e-10 * delta**2

# Contour solution of the Landau-Zener equation against propagation
alpha_test, V_test, t_test = 1.7, 0.6, 2.2
t, dt = midpoints(t_test)
one = np.ones(STEPS)
U = chain_propagator(V_test * one, 0 * one, alpha_test * t / 2, dt)
start = contour_state(-t_test, alpha_test, V_test)
finish = contour_state(t_test, alpha_test, V_test)
contour_error = np.linalg.norm(U @ start - finish) / np.linalg.norm(finish)
assert contour_error < 1e-6

# Interband element from numerical eigenvectors
k_test = 0.8 * delta / P
upper = np.linalg.eigh(hamiltonian(k_test, delta, P))[1][:, 1]
step = 1e-5 * delta / P
lower_next = np.linalg.eigh(hamiltonian(k_test + step, delta, P))[1][:, 0]
element = abs(np.vdot(upper, lower_next)) / step
formula = P * delta / (2 * (delta**2 + (P * k_test)**2))
assert np.isclose(element, formula, rtol=1e-4)

# Large-exponent limit of the first-order prefactor
ratio_large = first_order_ratio(2000.0)
assert np.isclose(ratio_large, (np.pi / 3)**2, rtol=3e-3)

print(f"gap Eg = {gap_ev:.3f} eV = {Eg:.6f} hartree")
print(f"reduced mass m_r = {m_r:.4f} electron masses")
print(f"half gap delta = {delta:.6f} hartree")
print(f"interband velocity P = {P:.5f} a.u.")
print(f"largest kappa = {delta / P:.5f} 1/bohr = "
      f"{delta / P / BOHR_NM:.4f} 1/nm")
print(f"asymmetric case: c = {c:.4f} a.u., m_c = {m_c:.5f}, "
      f"m_v = {m_v:.5f} electron masses")
print(f"contour solution, relative error = {contour_error:.1e}")

for field in fields_mv_cm:
    F = field * 1e8 / FIELD_AU
    S = np.pi * np.sqrt(m_r) * Eg**1.5 / (2 * F)
    S_band = imaginary_band_exponent(delta, P, F)
    S_asym = imaginary_band_exponent(delta, P, F, c)
    S_time = complex_time_exponent(delta, P, F)
    T_dynamic = dynamic_probability(delta, P, F)
    T_static = static_transmission(delta, P, F)
    assert np.allclose([S_band, S_asym, S_time], S, rtol=1e-7)
    # finite sweep length leaves a relative error of a few 1e-4 at most
    assert np.isclose(T_dynamic, np.exp(-S), rtol=1e-3)
    assert np.isclose(T_static, np.exp(-S), rtol=1e-3)
    print(f"--- field {field:.1f} MV/cm, F = {F:.5e} a.u.")
    print(f"tunnelling distance Eg/F = {Eg / F * BOHR_NM:.3f} nm")
    print(f"S from formula = {S:.5f}")
    print(f"S from imaginary band = {S_band:.5f}")
    print(f"S from imaginary band, unequal masses = {S_asym:.5f}")
    print(f"S from complex time = {S_time:.5f}")
    print(f"T = exp(-S) = {np.exp(-S):.5e}")
    print(f"T from time propagation = {T_dynamic:.5e}")
    print(f"T from static scattering = {T_static:.5e}")

# Landau-Zener parameters and transverse momentum at 1 MV/cm
F = 1e8 / FIELD_AU
S = np.pi * delta**2 / (P * F)
ky = np.sqrt(F / (np.pi * P))
drop = dynamic_probability(delta, P, F, ky) / dynamic_probability(delta, P, F)
assert np.isclose(drop, np.exp(-1), rtol=1e-3)
print("--- further values at 1.0 MV/cm")
print(f"sweep rate alpha = 2PF = {2 * P * F:.5e} a.u.")
print(f"coupling V = {delta:.6f} hartree")
print(f"V^2/alpha = {delta**2 / (2 * P * F):.5f}")
print(f"transverse k for factor 1/e = {ky:.5f} 1/bohr = "
      f"{ky / BOHR_NM:.4f} 1/nm")
print(f"propagated reduction factor at that k = {drop:.5f}")
print(f"first-order T over exp(-S) = {first_order_ratio(S / np.pi):.4f}")
print(f"same ratio at S = 2000 pi: {ratio_large:.4f}")
print(f"limit (pi/3)^2 = {(np.pi / 3)**2:.4f}")
print("all tests passed")
```

Running it gives:

```
gap Eg = 0.600 eV = 0.022050 hartree
reduced mass m_r = 0.0250 electron masses
half gap delta = 0.011025 hartree
interband velocity P = 0.46957 a.u.
largest kappa = 0.02348 1/bohr = 0.4437 1/nm
asymmetric case: c = 6.0000 a.u., m_c = 0.03125, m_v = 0.12500 electron masses
contour solution, relative error = 3.0e-11
--- field 0.5 MV/cm, F = 9.72345e-05 a.u.
tunnelling distance Eg/F = 12.000 nm
S from formula = 8.36316
S from imaginary band = 8.36316
S from imaginary band, unequal masses = 8.36316
S from complex time = 8.36316
T = exp(-S) = 2.33306e-04
T from time propagation = 2.33290e-04
T from static scattering = 2.33307e-04
--- field 1.0 MV/cm, F = 1.94469e-04 a.u.
tunnelling distance Eg/F = 6.000 nm
S from formula = 4.18158
S from imaginary band = 4.18158
S from imaginary band, unequal masses = 4.18158
S from complex time = 4.18158
T = exp(-S) = 1.52744e-02
T from time propagation = 1.52744e-02
T from static scattering = 1.52745e-02
--- field 2.0 MV/cm, F = 3.88938e-04 a.u.
tunnelling distance Eg/F = 3.000 nm
S from formula = 2.09079
S from imaginary band = 2.09079
S from imaginary band, unequal masses = 2.09079
S from complex time = 2.09079
T = exp(-S) = 1.23590e-01
T from time propagation = 1.23591e-01
T from static scattering = 1.23592e-01
--- further values at 1.0 MV/cm
sweep rate alpha = 2PF = 1.82634e-04 a.u.
coupling V = 0.011025 hartree
V^2/alpha = 0.66552
transverse k for factor 1/e = 0.01148 1/bohr = 0.2170 1/nm
propagated reduction factor at that k = 0.36792
first-order T over exp(-S) = 1.3162
same ratio at S = 2000 pi: 1.0986
limit (pi/3)^2 = 1.0966
all tests passed
```
